# Why ideality drops out of a Schottky contact's zero-bias resistivity

**Question.** Two diode laws are used for a metal-semiconductor contact with ideality factor $n$:

$$J_A=J_0\,e^{qV/nkT}\left(1-e^{-qV/kT}\right),\qquad J_B=J_0\left(e^{qV/nkT}-1\right).$$

In strong forward bias they coincide. Why does $n$ disappear from the specific contact resistivity at zero bias in the first law, but multiply it in the second? Which result applies to a real contact?

**Answer.** The specific contact resistivity is the inverse slope of the current density at zero bias,

$$\rho_c=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}.$$

The answer depends on what $J_0$ stands for, so we start from the two electron fluxes whose difference is the current.

### Two fluxes and one constraint

Take an n-type semiconductor. Forward bias, $V>0$, raises its Fermi level by $qV$ above that of the metal. Let $F(V)$ be the flux from semiconductor to metal and $R(V)$ the flux from metal to semiconductor, both written as positive current densities. Then $J=F-R$.

Assume that each side is in internal equilibrium at the same temperature $T$, and that the electrons that cross are dilute enough for Boltzmann statistics. At energy $E$ the occupation on each side is $e^{-(E-\mu)/kT}$, where $\mu$ is that side's Fermi level. At a given bias both fluxes cross the same barrier, which transmits equally in the two directions. They therefore differ only through the Fermi levels:

$$\frac{R}{F}=e^{-(\mu_s-\mu_m)/kT}=e^{-u},\qquad u\equiv\frac{qV}{kT}.$$

The full voltage appears here, however the barrier changes with bias. Hence

$$J=F(V)\left(1-e^{-u}\right).$$

Since $J(0)=0$, the slope at zero is the limit of $J/V$. For small $V$, $1-e^{-u}\approx u=qV/kT$, so if $F$ is continuous at $V=0$,

$$\left.\frac{dJ}{dV}\right|_0=\lim_{V\to0}F(V)\,\frac{1-e^{-u}}{V}=\frac{q}{kT}F(0),\qquad \boxed{\rho_c=\frac{kT}{qF(0)}}.$$

When $F$ is differentiable, the product rule shows where its slope goes: $F'(0)$ is multiplied by $1-e^{0}=0$. A small bias may change the barrier, but this changes both fluxes by the same fraction, and at equilibrium they cancel. The linear current comes from the difference in Fermi levels.

### Where the ideality factor sits

Let $\phi_0$ be the zero-bias barrier, measured from the common Fermi level. Suppose that forward bias raises the barrier top, seen from the metal, in proportion to $V$:

$$\phi_m=\phi_0+\left(1-\frac1n\right)qV.$$

The semiconductor Fermi level is higher by $qV$, so from that side the barrier is

$$\phi_s=\phi_m-qV=\phi_0-\frac{qV}{n}.$$

Each thermionic flux is proportional to $e^{-\phi/kT}$. With $J_0$ the one-way flux at zero bias,

$$F=J_0e^{u/n},\qquad R=J_0e^{u/n-u},$$

and $F-R$ is the first law. Here $F(0)=J_0$, so

$$\rho_A=\frac{kT}{qJ_0}$$

for any finite positive $n$. Nor need $n$ be constant: if $n(V)$ stays above some positive value near $V=0$, then $u/n(V)\to0$ and $F(0)$ is still $J_0$.

The second law has the slope

$$\left.\frac{dJ_B}{dV}\right|_0=J_0\,\frac{q}{nkT},\qquad \rho_B=\frac{nkT}{qJ_0}.$$

If its two terms are read as the physical fluxes, the forward flux is $J_0e^{u/n}$ and the reverse flux is fixed at $J_0$. Their ratio is then $e^{-u/n}$ instead of $e^{-u}$. The barrier seen from the semiconductor has fallen by $qV/n$ and the one seen from the metal has not moved, although the two must differ by $qV$. For a single barrier with $n\ne1$, this reading violates detailed balance.

### When the factor $n$ is right

The second law can still describe a current correctly, provided that its $J_0$ is not taken for the equilibrium one-way flux. Writing it in the general form gives

$$F_B(V)=J_0\,\frac{e^{u/n}-1}{1-e^{-u}}\;\longrightarrow\;J_0\,\frac{u/n}{u}=\frac{J_0}{n}\qquad(V\to0).$$

The general rule then returns $kT/(qJ_0/n)=nkT/(qJ_0)$, with no contradiction.

Recombination through a midgap level is such a case. Take equal electron and hole lifetimes $\tau$, intrinsic density $n_i$, and a place where both carrier densities equal $n_ix$, with $x=e^{u/2}$. The net Shockley-Read-Hall rate is

$$U=\frac{n_i^2x^2-n_i^2}{\tau(2n_ix+2n_i)}=\frac{n_i}{2\tau}\,\frac{(x-1)(x+1)}{x+1}=\frac{n_i}{2\tau}\left(e^{u/2}-1\right).$$

This is the second law with $n=2$ and prefactor $n_i/2\tau$. The one-way recombination rate is the first term of the difference, $n_ix^2/[2\tau(x+1)]$. At $x=1$ it equals $n_i/4\tau$, half the prefactor. If the recombining region has a fixed effective width, the current has the same form with a prefactor $J_r$, and $\rho_c=kT/(qJ_r/2)=2kT/(qJ_r)$. Here the factor 2 is physical, but it rests on the fixed width. In a real depletion layer the width of the recombining region changes with bias. For a uniform field that does not depend on bias, with $J_r$ extrapolated from forward bias, the factor is $\pi/2\approx1.57$ instead of 2.

For thermionic emission over one barrier, however, $J_0$ is the equilibrium flux, and $\rho_A$ applies. A $J_0$ extrapolated from forward bias equals this flux only if $n$ is constant down to zero bias.

### What $n$ does near zero bias

Taking $e^{-u/2}$ out of the bracket in the first law gives

$$J_A=J_0e^{u/n-u/2}\left(e^{u/2}-e^{-u/2}\right)=2J_0\sinh\frac u2\;e^{au},\qquad a=\frac1n-\frac12.$$

Reversing $V$ changes the sign of the sinh and turns $e^{au}$ into $e^{-au}$. Therefore

$$\frac{J_A(V)+J_A(-V)}{J_A(V)-J_A(-V)}=\frac{e^{au}-e^{-au}}{e^{au}+e^{-au}}=\tanh(au).$$

To second order in $u$, $J_A\approx J_0u(1+au)$. The ideality factor enters with the curvature, not with the slope. At $n=2$ the curve is odd in $V$ and the contact does not rectify.

### The thermionic flux

A number requires $J_0$. For one ellipsoidal valley with masses $m_x,m_y,m_z$ and current along $x$, the electrons crossing the barrier top carry

$$J_{\rm valley}=q\,\frac{2}{(2\pi)^3}\,e^{-\phi_0/kT}\int_{k_x>0}\frac{\hbar k_x}{m_x}\,e^{-\sum_i\hbar^2k_i^2/2m_ikT}\,d^3k .$$

The $k_x$ integral gives $kT/\hbar$; the other two give $\sqrt{2\pi m_ykT}/\hbar$ and $\sqrt{2\pi m_zkT}/\hbar$. With $\hbar=h/2\pi$,

$$J_{\rm valley}=\frac{q(kT)^2\sqrt{m_ym_z}}{2\pi^2\hbar^3}e^{-\phi_0/kT}=\frac{4\pi qk^2\sqrt{m_ym_z}}{h^3}\,T^2e^{-\phi_0/kT}.$$

On a Si(100) surface, two valleys have their long axis along the current and contribute $m_t$ each; the other four contribute $\sqrt{m_lm_t}$ each. In units of the free-electron mass $m_0$, the sum with the model inputs $m_l=0.916$ and $m_t=0.19$ is

$$2(0.19)+4\sqrt{0.916\times0.19}=2.05 .$$

The free-electron Richardson constant, 120.2 A/cm²K², becomes $A^*=246$ A/cm²K², and $J_0=A^*T^2e^{-\phi_0/kT}$.

### A nickel silicide contact in numbers

Take $\phi_0=0.65$ eV, a rough value for nickel silicide on n-type silicon, and assume $n=1.10$, doping $10^{16}$ cm⁻³ and $T=300$ K, where $kT/q=25.85$ mV. Then

$$J_0=(2.216\times10^7)(1.204\times10^{-11})=2.67\times10^{-4}\ \text{A/cm}^2,$$

$$\rho_A=\frac{0.02585\ \text{V}}{2.667\times10^{-4}\ \text{A/cm}^2}=96.9\ \Omega\,\text{cm}^2,\qquad \rho_B=1.10\,\rho_A=106.6\ \Omega\,\text{cm}^2 .$$

With the same $J_0$ and $n=2$, the slope of the flux difference still gives 96.9 Ω cm², while the second law gives 193.9 Ω cm².

Even at ±5 mV the curvature is visible. Here $u=0.193$ and $a=0.409$, so $au=0.079$. The ratio $V/J$ is 89.4 Ω cm² at +5 mV and 104.8 Ω cm² at −5 mV, about 8% either side of the zero-bias value. A resistance measured at one polarity therefore does depend on $n$.

Under reverse bias the laws separate further. At −0.2 V the barrier seen from the metal falls by $(1-1/1.10)\times0.2=0.018$ eV, which doubles the flux from the metal. This doubling assumes that the linear barrier shift continues into reverse bias; the image force alone would raise that flux by only about 8%. The first law gives $-5.39\times10^{-4}$ A/cm²; the second has practically reached its limit, $-J_0=-2.67\times10^{-4}$ A/cm².

The choice of law matters when $J_0$ comes from a forward measurement. A straight line through $\ln J$ of the model current between 0.20 and 0.25 V gives $n=1.0998$ and $J_0=2.662\times10^{-4}$ A/cm². Put into the first law, these values give 97.1 Ω cm², 0.2% above the model's true zero-bias value; put into the second, they give 106.8 Ω cm², 10% above it. The fit assumes constant $n$. If $n$ varies, the tangent to $\ln F$ at a bias $V_1$ meets $V=0$ at $\ln J_0+(q/kT)V_1^2n'(V_1)/n(V_1)^2$, and the extrapolated flux is no longer $F(0)$. This error can rival or exceed the gap between the laws. With image-force lowering alone, the same window gives $n=1.021$, and $\rho_c$ comes out 4% low from the first law and 2% low from the second. If, as an illustration, a parallel current $J_r(e^{u/2}-1)$ with $J_r\approx12J_0$ supplied the rest of $n=1.10$, both laws would overestimate $\rho_c$ about threefold.

### Beside the real contact

The absolute value is much less certain than the ratio of the two laws. Real silicon contacts break the assumption that every electron reaching the barrier top crosses it. A rough practical Richardson constant of 110 A/cm²K² multiplies $\rho_c$ by about 2.2, to about 220 Ω cm². Such a constant can already include losses from drift and reflection, so the separate estimates below should not simply be multiplied with it. An error of 10 meV in the barrier changes $\rho_c$ by a factor $e^{10/25.85}\approx1.5$. Limited drift through the depletion layer would add roughly 10 to 15%: 11% if the peak field is used, about 15% if the rounding of the barrier top is included. This is only an estimate, because the potential drops by $kT$ within about 7 nm, less than the mean free path of roughly 40 nm. A semiclassical estimate of tunnelling and reflection near the image-rounded top, with the light mass $m_t$ for all valleys, raises the flux by about 5%. It leaves out reflection at the metal surface, where the potential changes within less than an electron wavelength; this can lower the flux by a factor of about two or more, depending on the metal. Since the barrier top lies only about 3 nm from the metal, the two effects cannot be cleanly separated, and the loss outweighs the 5% gain. Series resistance, $2\times10^{-4}$ Ω cm² for the assumed 1 µm epilayer and 500 µm substrate, is negligible beside the zero-bias value, but not in the forward fit: its drop of 0.35 mV at 0.25 V raises the fitted $n$ to 1.106 and lowers the $\rho_c$ from the first law by about 4%. At 358 K, with the barrier held fixed, $\rho_c$ falls to 1.4 Ω cm². The image force alone would give $n=1.012$ at zero bias and 1.021 in the fit window, so most of the assumed departure from unity has another cause, which this model leaves open.

With $n=1.10$ this contact is a rectifier; its zero-bias resistivity alone would not show that, since $n=2$ gives the same value and no rectification. On heavily doped silicon, contacts can reach roughly $10^{-8}$ Ω cm² or below, because electrons tunnel through the thin barrier. The thermionic $J_0$ does not apply to them, but the cancellation survives. For independent electrons with transmission $\mathcal T(E,V)$ and Fermi functions $f$,

$$J=C\int\mathcal T(E,V)\left[f(E-\mu-qV)-f(E-\mu)\right]dE,$$

where $C$ collects the constants of the conducting channels. At $V=0$ the derivative of $\mathcal T$ multiplies a vanishing bracket. Since $-df/dE=f(1-f)/kT$,

$$\frac1{\rho_c}=\frac{q}{kT}\,C\int\mathcal T(E,0)\,f(1-f)\,dE .$$

The factor $f(1-f)$ counts filled states on one side facing empty states on the other, so the integral times $C$ is again the equilibrium one-way flux, provided that only electrons with an empty final state are counted.

The rule is no longer guaranteed if the two sides have different temperatures, or if the barrier jumps at zero bias, as it may in a contact with hysteresis. If $V$ includes a series voltage drop, the series resistance must be subtracted from the measured value first. The remaining values are in the numerical output.

## Computed results

```
temperature: 300 K; kT/q: 25.852 mV
effective barrier: 0.65 eV; ideality n: 1.10
silicon masses m_l, m_t: 0.916, 0.19 m0; permittivity: 11.7
doping: 1.0e+16 cm^-3; mobility: 1200 cm2/Vs
free-electron Richardson constant: 120.2 A/cm2K2
A* for Si(100) from masses: 246.2 A/cm2K2
A* T^2: 2.216e+07 A/cm2
exp(-barrier/kT): 1.204e-11
J0: 2.667e-04 A/cm2
rho_c = kT/(q J0): 96.93 ohm cm2
n=1.0: rho_c fluxes 96.93, simple law 96.93 ohm cm2
n=1.1: rho_c fluxes 96.93, simple law 106.63 ohm cm2
n=1.5: rho_c fluxes 96.93, simple law 145.40 ohm cm2
n=2.0: rho_c fluxes 96.93, simple law 193.87 ohm cm2
rho_c with n(V)=1.1+2V (V in volt): 96.93 ohm cm2
one-way flux hidden in simple law / J0: 0.9091
recombination: one-way rate / J_r: 0.500
J at +5 mV: 5.592e-05 A/cm2; at -5 mV: -4.773e-05 A/cm2
V/J at +5 mV: 89.42; at -5 mV: 104.75 ohm cm2
polarity asymmetry at 5 mV: 0.0790
J at -0.2 V, fluxes: -5.386e-04 A/cm2
J at -0.2 V, simple law: -2.665e-04 A/cm2
fit window: 0.20 to 0.25 V
fitted n: 1.0998; fitted J0: 2.662e-04 A/cm2
rho_c from fit, balanced law: 97.11 ohm cm2
rho_c from fit, simple law: 106.80 ohm cm2
NEGLECTED EFFECTS AND CHECKS OF REGIME
practical A* (rough input): 110 A/cm2K2
rho_c multiplied by, practical A*: 2.24
peak field at zero bias: 0.0369 MV/cm
image lowering (already in barrier): 21.3 meV
n from image force alone: 1.0122
flux multiplied by, tunnelling and reflection: 1.047
emission velocity: 5.05e+06 cm/s; drift: 4.43e+07 cm/s
rho_c multiplied by, diffusion: 1.114
epilayer: 1 um; substrate: 500 um
substrate resistivity: 3 mohm cm
series resistance: 2.02e-04 ohm cm2
series drop at 0.25 V: 0.354 mV
Nc: 2.74e+19 cm^-3; doping/Nc: 3.7e-04
rho_c at 358 K, same barrier: 1.38 ohm cm2
```
